# Referee comment: the PAW transformation is not unitary: verification in Python

```python
"""
Result under test: the PAW map T = 1 + sum_i |delta_i><p_i| is not unitary.
Pseudo orbitals are orthonormal with the overlap operator S = T^dagger T,
while their plain overlaps are delta_ij - Q_ij.

Example: hydrogen s states, fixed nucleus, nonrelativistic, atomic units inside.
phi_i     all-electron partial waves (exact 1s and 2s radial functions)
phi~_i    pseudo partial waves, even polynomials inside the radius rc
delta_i   phi_i - phi~_i, zero outside rc
p_i       projectors with <p_i|phi~_j> = delta_ij
Q_ij      integral over r < rc of (phi_i phi_j - phi~_i phi~_j) r^2
Functions are stored as vectors f(r) * r * sqrt(quadrature weight), so that
a dot product of two vectors is the radial inner product.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh

BOHR = physical_constants["Bohr radius"][0] * 1e10       # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]  # eV
RC_ANGSTROM = 0.80
rc = RC_ANGSTROM / BOHR

PREFACTOR = {
    1: Polynomial([2.0]),
    2: Polynomial([1.0, -0.5]) * (1 / np.sqrt(2)),
    3: Polynomial([27.0, -18.0, 2.0]) * (2 / (81 * np.sqrt(3))),
}


def all_electron(n, r, order=0):
    """Hydrogen ns radial function or its derivative of the given order."""
    poly = PREFACTOR[n]
    for _ in range(order):
        poly = poly.deriv() - poly * (1 / n)
    return poly(r) * np.exp(-r / n)


def pseudo_polynomial(n):
    """Polynomial in s = (r/rc)^2 matched to the ns function at rc."""
    d0, d1, d2 = [rc**k * all_electron(n, rc, k) for k in range(3)]
    return Polynomial([d0 - (5*d1 - d2)/8, (3*d1 - d2)/4, (d2 - d1)/8])


PSEUDO = {n: pseudo_polynomial(n) for n in (1, 2)}


def pseudo_inside(n, r, order=0):
    s = (r / rc)**2
    if order == 0:
        return PSEUDO[n](s)
    return PSEUDO[n].deriv()(s) * 2 * r / rc**2


# Matching of value and two derivatives: the mismatch must vanish as h^3.
for n in (1, 2):
    gap = [all_electron(n, rc - h) - pseudo_inside(n, rc - h)
           for h in (2e-3, 1e-3)]
    assert abs(gap[0] / gap[1] - 8) < 0.1

# Quadrature grid with a break at rc, where higher derivatives jump.
breaks = np.array([0, rc, 3, 5, 8, 12, 18, 26, 38, 54, 80.0])
x, w = np.polynomial.legendre.leggauss(24)
half = np.diff(breaks) / 2
middle = (breaks[1:] + breaks[:-1]) / 2
r = (middle[:, None] + half[:, None] * x).ravel()
g = r * np.sqrt((half[:, None] * w).ravel())
inside = r < rc


def partial_waves(order):
    ae = np.column_stack([g * all_electron(n, r, order) for n in (1, 2)])
    smooth = np.column_stack([g * pseudo_inside(n, r, order) for n in (1, 2)])
    return ae, np.where(inside[:, None], smooth, ae)


phi, phi_ps = partial_waves(0)
dphi, dphi_ps = partial_waves(1)
delta, ddelta = phi - phi_ps, dphi - dphi_ps
cutoff = np.where(inside, (1 - (r / rc)**2)**2, 0.0)
weighted = cutoff[:, None] * phi_ps
proj = weighted @ np.linalg.inv(phi_ps.T @ weighted)
unit = np.eye(len(r))
T = unit + delta @ proj.T
S = T.T @ T

# Q by adaptive quadrature, separate from the grid.
Q = np.array([[quad(lambda y: y*y*(all_electron(i, y)*all_electron(j, y)
                                   - pseudo_inside(i, y)*pseudo_inside(j, y)),
                    0, rc, epsabs=1e-13)[0] for j in (1, 2)] for i in (1, 2)])
S_Q = unit + proj @ Q @ proj.T

# Closed forms for the 1s norm inside rc against quadrature.
ae_in = 1 - np.exp(-2*rc) * (1 + 2*rc + 2*rc**2)
a, b, c = PSEUDO[1].coef
ps_in = rc**3*(a*a/3 + 2*a*b/5 + (b*b + 2*a*c)/7 + 2*b*c/9 + c*c/11)
assert abs(ae_in - quad(lambda y: (y*all_electron(1, y))**2, 0, rc)[0]) < 1e-10
assert abs(ps_in - quad(lambda y: (y*pseudo_inside(1, y))**2, 0, rc)[0]) < 1e-10

# Both forms of S give unity between the 1s and 2s pseudo orbitals.
S_overlap = phi_ps.T @ S @ phi_ps
assert np.allclose(S_overlap, np.eye(2), atol=1e-9)
assert np.allclose(phi_ps.T @ S_Q @ phi_ps, np.eye(2), atol=1e-9)

# T^dagger T is not unity: two eigenvalues below 1 and two above.
spectrum = np.linalg.eigvalsh(S)
special = spectrum[abs(spectrum - 1) > 1e-8]
assert len(special) == 4 and np.sum(special < 1) == 2
change = np.linalg.norm(S @ phi_ps[:, 0] - phi_ps[:, 0])
assert change > 1e-3

# Invertibility of T from the small matrix <p_i|phi_j>.
det_small = np.linalg.det(proj.T @ phi)
assert abs(np.linalg.det(T) - det_small) < 1e-8 and abs(det_small) > 1e-2

# Transformed Schroedinger equation in a continuous piecewise-polynomial basis.
degree = 8
knots = np.concatenate([[0.0]*(degree + 1), np.repeat(breaks[1:-1], degree),
                        [breaks[-1]]*(degree + 1)])
spline = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
basis, dbasis = g[:, None]*spline(r), g[:, None]*spline(r, 1)
amplitude = proj.T @ basis
t_basis = basis + delta @ amplitude
dt_basis = dbasis + ddelta @ amplitude
H = dt_basis.T @ dt_basis / 2 - t_basis.T @ (t_basis / r[:, None])
energy, vectors = eigh(H, t_basis.T @ t_basis)
energy_no_S = eigh(H, basis.T @ basis, eigvals_only=True)[0]
assert np.allclose(energy[:3], [-1/2, -1/8, -1/18], atol=1e-6)

# Its eigenvectors are the pseudo orbitals, including 3s = T^-1 (hydrogen 3s).
psi3 = g * all_electron(3, r)
psi3_ps = np.linalg.solve(T, psi3)
expected = np.column_stack([phi_ps, psi3_ps])
orbitals = basis @ vectors[:, :3]
orbitals *= np.sign(np.sum(orbitals * expected, axis=0))
assert np.max(np.linalg.norm(orbitals - expected, axis=0)) < 1e-5
plain = orbitals.T @ orbitals
assert np.allclose(plain[:2, :2], np.eye(2) - Q, atol=1e-5)

# Dropping S lowers the ground level at least to E_1/(1 - Q_11).
quotient = -0.5 / (1 - Q[0, 0])
assert energy_no_S <= quotient + 1e-6 and quotient < -0.5

# The Q form is approximate outside the span of the pseudo partial waves.
exact_3s = psi3_ps @ S @ psi3_ps
error_3s = psi3_ps @ S_Q @ psi3_ps - exact_3s
assert abs(exact_3s - 1) < 1e-8 and abs(error_3s) < 1e-3
width = 0.40
gauss = g * np.exp(-(r * BOHR / width)**2)
gauss /= np.linalg.norm(gauss)
gauss_exact, gauss_Q = gauss @ S @ gauss, gauss @ S_Q @ gauss
assert abs(gauss_exact - gauss_Q) > 1e-5

# Norm-conserving 1s: unit plain norm, yet a non-unitary T (one projector).
bump_shape = np.where(inside, (1 - (r / rc)**2)**3, 0.0)
bump = g * bump_shape
old = phi_ps[:, 0]
hh, oh = bump @ bump, old @ bump
step = (-oh + np.sqrt(oh**2 + hh * (1 - old @ old))) / hh
nc = old + step * bump
p_nc = cutoff * nc / (nc @ (cutoff * nc))
T_nc = unit + np.outer(phi[:, 0] - nc, p_nc)
spectrum_nc = np.linalg.eigvalsh(T_nc.T @ T_nc)
assert abs(nc @ nc - 1) < 1e-10
assert spectrum_nc[0] < 1 - 1e-3 and spectrum_nc[-1] > 1 + 1e-3

to_A = BOHR**-1.5
print(f"augmentation radius r_c = {RC_ANGSTROM:.2f} angstrom")
print(f"ratio r_c / Bohr radius = {rc:.6f} (no unit)")
print(f"1s all-electron R(0) = {all_electron(1, 0.0)*to_A:.5f} angstrom^-3/2")
print(f"1s pseudo coefficient a = R~(0) = {a*to_A:.5f} angstrom^-3/2")
print(f"1s pseudo coefficient b = {b*to_A:.5f} angstrom^-3/2")
print(f"1s pseudo coefficient c = {c*to_A:.5f} angstrom^-3/2")
print("Norms, overlaps and eigenvalues below have no unit")
print(f"1s norm inside r_c, all-electron = {ae_in:.6f}")
print(f"1s norm inside r_c, pseudo = {ps_in:.6f}")
print(f"1s norm outside r_c, both = {1 - ae_in:.6f}")
print(f"Q_11 = {Q[0, 0]:.6f}")
print(f"Q_12 = {Q[0, 1]:.6f}")
print(f"Q_22 = {Q[1, 1]:.6f}")
print(f"plain overlap <1s~|1s~> = {plain[0, 0]:.6f}")
print(f"plain overlap <1s~|2s~> = {plain[0, 1]:.6f}")
print(f"plain overlap <2s~|2s~> = {plain[1, 1]:.6f}")
print(f"S overlap <1s~|S|1s~> = {S_overlap[0, 0]:.6f}")
print(f"S overlap <1s~|S|2s~>, magnitude = {abs(S_overlap[0, 1]):.6f}")
print(f"S overlap <2s~|S|2s~> = {S_overlap[1, 1]:.6f}")
print(f"length of (T^dagger T - 1)|1s~> = {change:.6f}")
print("T^dagger T eigenvalues other than 1 =",
      " ".join(f"{v:.6f}" for v in special))
print(f"det <p_i|phi_j> = det T = {det_small:.6f}")
for k in range(3):
    print(f"energy of {k+1}s with S = {energy[k]*HARTREE:.4f} eV")
print(f"E_1/(1 - Q_11), quotient of 1s~ without S = {quotient*HARTREE:.4f} eV")
print(f"lowest eigenvalue with S replaced by 1 = {energy_no_S*HARTREE:.4f} eV")
print(f"3s: plain norm <3s~|3s~> = {psi3_ps @ psi3_ps:.6f}")
print(f"3s: <3s~|T^dagger T|3s~> = {exact_3s:.6f}")
print(f"3s: error of the Q form of S = {error_3s:.2e}")
print(f"Gaussian exp(-(r/d)^2), d = {width:.2f} angstrom")
print(f"Gaussian, plain norm 1: <T^dagger T> = {gauss_exact:.6f}")
print(f"Gaussian, plain norm 1: Q form of S = {gauss_Q:.6f}")
print(f"norm-conserving 1s~: plain norm = {nc @ nc:.6f}")
print(f"norm-conserving T^dagger T: smallest eigenvalue = {spectrum_nc[0]:.6f}")
print(f"norm-conserving T^dagger T: largest eigenvalue = {spectrum_nc[-1]:.6f}")
print("done: every assertion held")
```

It prints:

```
augmentation radius r_c = 0.80 angstrom
ratio r_c / Bohr radius = 1.511781 (no unit)
1s all-electron R(0) = 5.19551 angstrom^-3/2
1s pseudo coefficient a = R~(0) = 2.55553 angstrom^-3/2
1s pseudo coefficient b = -1.95365 angstrom^-3/2
1s pseudo coefficient c = 0.54381 angstrom^-3/2
Norms, overlaps and eigenvalues below have no unit
1s norm inside r_c, all-electron = 0.582068
1s norm inside r_c, pseudo = 0.467445
1s norm outside r_c, both = 0.417932
Q_11 = 0.114623
Q_12 = 0.040842
Q_22 = 0.014410
plain overlap <1s~|1s~> = 0.885377
plain overlap <1s~|2s~> = -0.040842
plain overlap <2s~|2s~> = 0.985590
S overlap <1s~|S|1s~> = 1.000000
S overlap <1s~|S|2s~>, magnitude = 0.000000
S overlap <2s~|S|2s~> = 1.000000
length of (T^dagger T - 1)|1s~> = 0.539516
T^dagger T eigenvalues other than 1 = 0.916731 0.995793 1.000020 3.038943
det <p_i|phi_j> = det T = 1.665602
energy of 1s with S = -13.6057 eV
energy of 2s with S = -3.4014 eV
energy of 3s with S = -1.5117 eV
E_1/(1 - Q_11), quotient of 1s~ without S = -15.3671 eV
lowest eigenvalue with S replaced by 1 = -15.8200 eV
3s: plain norm <3s~|3s~> = 0.995739
3s: <3s~|T^dagger T|3s~> = 1.000000
3s: error of the Q form of S = -3.73e-07
Gaussian exp(-(r/d)^2), d = 0.40 angstrom
Gaussian, plain norm 1: <T^dagger T> = 2.423753
Gaussian, plain norm 1: Q form of S = 2.392127
norm-conserving 1s~: plain norm = 1.000000
norm-conserving T^dagger T: smallest eigenvalue = 0.957183
norm-conserving T^dagger T: largest eigenvalue = 1.083704
done: every assertion held
```
